# Relativistic Shifts of Cyclotron Transitions from the Dirac Landau Levels: test program

```python
"""
Result under test: Dirac Landau levels of an electron (charge -e, g = 2),
    E = sqrt(c^4 + c^2 p_z^2 + 2 n w c^2)        (atomic units, w = B),
    E - c^2 = eps - eps^2/(2 c^2) + O(1/c^4),    eps = n w + p_z^2/2,
so successive cyclotron transitions differ in angular frequency by -w^2/c^2,
which is -hbar w_c^2/(m c^2) in ordinary units.
Symbols: n level number, w cyclotron frequency, k_y and p_z conserved momenta,
n_r orbital quantum number, s = +-1/2 spin, n = n_r + 1/2 + s.
The levels are computed by diagonalizing the four-component Hamiltonian in
oscillator functions whose width is NOT the magnetic length.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp

SIZE = 80      # functions per upper component; lower components have SIZE + 1
WIDTH = 1.3    # width of the oscillator functions, in bohr


def dirac_matrix(c, field, k_y, p_z):
    """Dirac Hamiltonian for A = (0, B x, 0), with pi = p + A."""
    j = np.arange(SIZE)
    down = np.zeros((SIZE + 1, SIZE))
    up = np.zeros((SIZE + 1, SIZE))
    down[j[1:] - 1, j[1:]] = np.sqrt(j[1:] / 2)
    up[j + 1, j] = np.sqrt((j + 1) / 2)
    embed = np.eye(SIZE + 1, SIZE)
    pi_x = -1j * (down - up) / WIDTH
    pi_y = k_y * embed + field * WIDTH * (down + up)
    sigma_x = np.array([[0, 1], [1, 0]])
    sigma_y = np.array([[0, -1j], [1j, 0]])
    sigma_z = np.array([[1, 0], [0, -1]])
    sigma_pi = (np.kron(sigma_x, pi_x) + np.kron(sigma_y, pi_y)
                + np.kron(sigma_z, p_z * embed))
    return np.block([
        [c**2 * np.eye(2 * SIZE), c * sigma_pi.conj().T],
        [c * sigma_pi, -c**2 * np.eye(2 * SIZE + 2)]])


def positive_levels(matrix, c):
    """Positive energies in ascending order, rest energy subtracted."""
    energies = np.linalg.eigvalsh(matrix)
    return energies[energies > 0] - c**2


def distinct_levels(c, field, p_z=0.0):
    """Levels n = 0, 1, 2, ... with one member of each doublet kept."""
    levels = positive_levels(dirac_matrix(c, field, 0.7, p_z), c)
    return np.concatenate(([levels[0]], levels[1::2]))


# Exact levels, degeneracy 1, 2, 2, ... and independence of k_y
c_test, w_test, pz_test = 10.0, 0.8, 0.5
numbers = np.array([0] + [n for n in range(1, 8) for _ in (0, 1)])
formula = np.sqrt(c_test**4 + c_test**2 * pz_test**2
                  + 2 * numbers * w_test * c_test**2) - c_test**2
worst = 0.0
for k_y in (0.7, -0.4):
    found = positive_levels(dirac_matrix(c_test, w_test, k_y, pz_test), c_test)
    worst = max(worst, np.max(np.abs(found[:len(numbers)] - formula)))
assert worst < 1e-9

# Remainder of the expansion: bounds, and fall-off as 1/c^4
w = 1.0
remainders = []
for c_value in (20.0, 40.0):
    levels = distinct_levels(c_value, w, pz_test)[:6]
    eps = np.arange(6) * w + pz_test**2 / 2
    rest = levels - (eps - eps**2 / (2 * c_value**2))
    noise = 1e-10  # rounding error of the diagonalization
    assert np.all(rest > -noise)
    assert np.all(rest < eps**3 / (2 * c_value**4) + noise)
    remainders.append(rest[3])
remainder_ratio = remainders[0] / remainders[1]
assert abs(remainder_ratio - 16) < 0.3  # next order changes 16 by about 1 %

# Second difference and axial-momentum term at the physical speed of light
c_au = 1 / const.fine_structure
at_rest = distinct_levels(c_au, w)[:6]
moving = distinct_levels(c_au, w, pz_test)[:6]
second = np.diff(at_rest, 2) / (w**2 / c_au**2)
assert np.all(np.abs(second + 1) < 2e-3)  # next order is 3 n w/c^2
axial = (np.diff(moving) - np.diff(at_rest)) / (w * pz_test**2 / (2 * c_au**2))
assert np.all(np.abs(axial + 1) < 2e-3)

# Exact spin sectors (beta Sigma_z = +1, -1) at p_z = 0
matrix = dirac_matrix(c_au, w, 0.7, 0.0)
upper_up = np.arange(SIZE)
upper_down = SIZE + upper_up
lower_up = 2 * SIZE + np.arange(SIZE + 1)
lower_down = lower_up + SIZE + 1
spin_up = np.concatenate((upper_up, lower_down))
spin_down = np.concatenate((upper_down, lower_up))
assert np.max(np.abs(matrix[np.ix_(spin_up, spin_down)])) < 1e-12
first_shift = {}
for name, s, sector in (("down", -0.5, spin_down), ("up", 0.5, spin_up)):
    levels = positive_levels(matrix[np.ix_(sector, sector)], c_au)[:4]
    assert abs(levels[0] - (0.5 + s) * w) < 1e-4  # lowest n is 0 or 1
    shift = (np.diff(levels) - w) / (w**2 / c_au**2)
    assert np.all(np.abs(shift + np.arange(3) + 1 + s) < 2e-3)
    first_shift[name] = shift[0]

# Classical relativistic orbit against the level spacing at n = 10
levels = distinct_levels(c_test, w)
spacing = (levels[11] - levels[9]) / 2
momentum = np.sqrt((levels[10] + c_test**2)**2 / c_test**2 - c_test**2)


def lorentz_force(_, p):
    gamma = np.sqrt(1 + (p @ p) / c_test**2)
    return [-w * p[1] / gamma, w * p[0] / gamma]


duration = 50.0
orbit = solve_ivp(lorentz_force, (0, duration), [momentum, 0.0], rtol=1e-10,
                  atol=1e-12, t_eval=np.linspace(0, duration, 501))
phase = np.unwrap(np.arctan2(orbit.y[1], orbit.y[0]))
orbit_frequency = (phase[-1] - phase[0]) / duration
assert abs(orbit_frequency - spacing) < 1e-4  # finite-difference error 5e-5
assert abs(orbit_frequency - w) > 0.05        # the shift itself is resolved

# Worked example: free electron at 5.3 tesla, p_z = 0
B_tesla = 5.3
omega_c = const.e * B_tesla / const.m_e
quantum = const.hbar * omega_c / const.e
rest_energy = const.m_e * const.c**2 / const.e
planck_eVs = const.h / const.e
delta = quantum**2 / rest_energy
length = np.sqrt(const.hbar / (const.e * B_tesla)) / const.angstrom

mp.mp.dps = 50
ratio = mp.mpf(quantum) / mp.mpf(rest_energy)
exact = [mp.mpf(rest_energy) * (mp.sqrt(1 + 2 * n * ratio) - 1)
         for n in range(4)]
exact_second = exact[2] - 2 * exact[1] + exact[0]
relative_error = float(-exact_second / mp.mpf(delta) - 1)
assert abs(relative_error) < 1e-8
level_shift = [float(exact[n] - n * mp.mpf(quantum)) for n in range(4)]
line_shift = [float(exact[n + 1] - exact[n] - mp.mpf(quantum))
              for n in range(3)]
for n in range(4):
    assert abs(level_shift[n] + n**2 * delta / 2) < 1e-7 * delta
for n in range(3):
    assert abs(line_shift[n] + (n + 0.5) * delta) < 1e-7 * delta

print("TESTS")
print(f"Largest level error, diagonalization vs formula: {worst:.1e} hartree")
print(f"Remainder ratio when c is doubled (n = 3): {remainder_ratio:.2f}")
print(f"Second difference / (w^2/c^2), n = 0,1,2: {second[0]:.5f}")
print(f"Axial term / (w p_z^2/2c^2), n = 0 to 1: {axial[0]:.5f}")
print(f"First shift / (w^2/c^2), spin down: {first_shift['down']:.4f}")
print(f"First shift / (w^2/c^2), spin up: {first_shift['up']:.4f}")
print(f"Test with w/c^2 = {w / c_test**2:.2f}, n = 10:")
print(f"  classical orbit frequency / w: {orbit_frequency / w:.5f}")
print(f"  mean Dirac spacing / w: {spacing / w:.5f}")
print("ELECTRON IN A MAGNETIC FIELD, p_z = 0")
print(f"Field B: {B_tesla:.1f} T")
print(f"Magnetic length sqrt(hbar/eB): {length:.2f} angstrom")
print(f"Cyclotron quantum hbar w_c: {quantum:.5e} eV")
print(f"Cyclotron frequency w_c/2pi: {quantum / planck_eVs / 1e9:.3f} GHz")
print(f"Rest energy mc^2: {rest_energy:.2f} eV")
print(f"Ratio hbar w_c/mc^2: {float(ratio):.4e}")
for n in range(4):
    print(f"Level correction, n = {n}: {level_shift[n]:.4e} eV")
for n in range(3):
    print(f"Transition {n} to {n + 1} shift: {line_shift[n]:.4e} eV"
          f" = {line_shift[n] / planck_eVs:.2f} Hz")
print(f"Shift per quantum (hbar w_c)^2/mc^2: {delta:.4e} eV")
print(f"Shift per quantum, angular: {2*np.pi*delta/planck_eVs:.1f} rad/s")
print(f"Shift per quantum, ordinary: {delta / planck_eVs:.2f} Hz")
print(f"Relative change by higher orders: {relative_error:.2e}")
print("OK")
```

Running it gives:

```
TESTS
Largest level error, diagonalization vs formula: 1.3e-13 hartree
Remainder ratio when c is doubled (n = 3): 15.88
Second difference / (w^2/c^2), n = 0,1,2: -0.99984
Axial term / (w p_z^2/2c^2), n = 0 to 1: -0.99990
First shift / (w^2/c^2), spin down: -0.5000
First shift / (w^2/c^2), spin up: -1.4998
Test with w/c^2 = 0.01, n = 10:
  classical orbit frequency / w: 0.91287
  mean Dirac spacing / w: 0.91290
ELECTRON IN A MAGNETIC FIELD, p_z = 0
Field B: 5.3 T
Magnetic length sqrt(hbar/eB): 111.44 angstrom
Cyclotron quantum hbar w_c: 6.13568e-04 eV
Cyclotron frequency w_c/2pi: 148.360 GHz
Rest energy mc^2: 510998.95 eV
Ratio hbar w_c/mc^2: 1.2007e-09
Level correction, n = 0: 0.0000e+00 eV
Level correction, n = 1: -3.6836e-13 eV
Level correction, n = 2: -1.4735e-12 eV
Level correction, n = 3: -3.3153e-12 eV
Transition 0 to 1 shift: -3.6836e-13 eV = -89.07 Hz
Transition 1 to 2 shift: -1.1051e-12 eV = -267.21 Hz
Transition 2 to 3 shift: -1.8418e-12 eV = -445.35 Hz
Shift per quantum (hbar w_c)^2/mc^2: 7.3673e-13 eV
Shift per quantum, angular: 1119.3 rad/s
Shift per quantum, ordinary: 178.14 Hz
Relative change by higher orders: -3.60e-09
OK
```
